# From the Rajagopal-Callaway Four-Current Functional to Spin-Only Kohn-Sham-Dirac Theory: a numerical check

```python
"""Four-current Kohn-Sham-Dirac theory and its spin-only reduction.

Result under test (atomic units, electron charge -1, pi = p + A/c):
  H = c alpha.p + alpha.A + beta c^2 + V has eigenstates whose current is
  j = c psi^+ alpha psi = Re psi^+ beta pi psi + (1/2) curl s,
  s = psi^+ beta Sigma psi.
Keeping only (1/2) curl s in the coupling (1/c) j.A replaces alpha.A by
beta Sigma.B/(2c), B = curl A; the lost energy is (1/c) int j_orb.A.
Part 1 uses a periodic cell (side 2 pi, fields independent of z) and a
reduced light speed. Part 2 is a one-electron ion in a uniform field.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre
from scipy import constants as const

# ---------------- Dirac matrices ----------------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2 = np.eye(2)
alpha = [np.kron(pauli[0], s) for s in pauli]
Sigma = [np.kron(one2, s) for s in pauli]
beta = np.kron(pauli[2], one2)
gamma5 = np.kron(pauli[0], one2)

# ---------------- Part 1: periodic cell ----------------
N = 15
n_grid = N * N
c_cell = 2.0
kz = 0.5
k1 = np.fft.fftfreq(N, 1.0 / N)
x1 = 2 * np.pi * np.arange(N) / N
fourier = np.exp(1j * np.outer(x1, k1)) / np.sqrt(N)
p1 = (fourier * k1) @ fourier.conj().T
P = [np.kron(p1, np.eye(N)), np.kron(np.eye(N), p1), kz * np.eye(n_grid)]
Dx, Dy = (1j * P[0]).real, (1j * P[1]).real
X, Y = [g.ravel() for g in np.meshgrid(x1, x1, indexing="ij")]


def curl(f):
    return np.array([Dy @ f[2], -Dx @ f[2], Dx @ f[1] - Dy @ f[0]])


V = 0.30 * np.cos(X) + 0.20 * np.sin(Y) + 0.10 * np.cos(X - Y)
A = np.array([0.25 * np.sin(Y) + 0.10 * np.cos(X),
              0.30 * np.cos(X),
              0.20 * np.cos(Y) + 0.25 * np.sin(X)])
B = curl(A)

H_free = sum(c_cell * np.kron(alpha[k], P[k]) for k in range(3))
H_free = H_free + c_cell**2 * np.kron(beta, np.eye(n_grid))
H_free = H_free + np.kron(np.eye(4), np.diag(V))
H_vec = sum(np.kron(alpha[k], np.diag(A[k])) for k in range(3))
H_spin = sum(np.kron(beta @ Sigma[k], np.diag(B[k])) for k in range(3))
H_spin = H_spin / (2 * c_cell)

first = 2 * n_grid          # index of the lowest electron state


def states(H, lo, hi):
    e, v = eigh(H, subset_by_index=[lo, hi])
    return e, [np.sqrt(n_grid) * v[:, i].reshape(4, n_grid)
               for i in range(v.shape[1])]


def local(u, M, v):
    return np.einsum("ag,ab,bg->g", u.conj(), M, v)


def current(psi):
    return np.array([c_cell * local(psi, a, psi).real for a in alpha])


def spin_density(psi):
    return np.array([local(psi, beta @ S, psi).real for S in Sigma])


def orbital_current(psi, vec):
    return np.array([local(psi, beta, psi @ P[k].T
                           + vec[k] * psi / c_cell).real for k in range(3)])


energies, orbs = states(H_free + H_vec, first - 1, first + 2)
assert energies[0] < 0 < energies[1]

# pointwise decomposition for three occupied electron orbitals
occ = orbs[1:]
j_tot = sum(current(u) for u in occ)
j_orb = sum(orbital_current(u, A) for u in occ)
j_spin = 0.5 * curl(sum(spin_density(u) for u in occ))
scale = np.abs(j_tot).max()
err_gordon = np.abs(j_tot - j_orb - j_spin).max() / scale
miss_orbital = np.abs(j_tot - j_spin).max() / scale
assert err_gordon < 1e-5 and miss_orbital > 1e-2


# operator identity: equality in eigenstates, commutator term between them
def gordon_operator(psi):
    out = np.zeros_like(psi)
    for k in range(3):
        out = out + (A[k] * psi) @ P[k].T + A[k] * (psi @ P[k].T)
        out = out + 2 * A[k]**2 * psi / c_cell
        out = out + B[k] * (Sigma[k] @ psi)
    return beta @ out / (2 * c_cell)


def alpha_dot_A(psi):
    return sum(A[k] * (alpha[k] @ psi) for k in range(3))


def bracket(u, w):
    return np.sum(u.conj() * w) / n_grid


err_operator = 0.0
largest_commutator = 0.0
for i in range(4):
    for q in range(4):
        direct = bracket(orbs[i], alpha_dot_A(orbs[q]))
        rewritten = bracket(orbs[i], gordon_operator(orbs[q]))
        K = bracket(orbs[i], beta @ alpha_dot_A(orbs[q]))
        comm = -(energies[q] - energies[i]) * K / (2 * c_cell**2)
        err_operator = max(err_operator, abs(direct - rewritten - comm))
        largest_commutator = max(largest_commutator, abs(comm))
assert err_operator < 1e-5 and largest_commutator > 1e-3

# energy derivative when the vector potential is scaled
step = 1e-3
e_pm = [eigh(H_free + (1 + t) * H_vec, eigvals_only=True,
             subset_by_index=[first, first])[0] for t in (step, -step)]
slope_fd = (e_pm[0] - e_pm[1]) / (2 * step)
ground = orbs[1]
slope_orb = np.mean(np.sum(orbital_current(ground, A) * A, 0)) / c_cell
slope_spin = np.mean(np.sum(spin_density(ground) * B, 0)) / (2 * c_cell)
assert abs(slope_fd - slope_orb - slope_spin) < 1e-5
assert abs(slope_orb) > 1e-4

# orbitals of the spin-only equation: extra gamma5 term in the current
_, spin_orbs = states(H_free + H_spin, first, first)
u = spin_orbs[0]
no_vec = np.zeros_like(A)
partial = orbital_current(u, no_vec) + 0.5 * curl(spin_density(u))
extra = -B * local(u, gamma5, u).real / (2 * c_cell**2)
err_gamma5 = np.abs(current(u) - partial - extra).max()
size_gamma5 = np.abs(extra).max()
assert err_gamma5 < 1e-5 and size_gamma5 > 1e-4

# functional variation with a current-current term and a nonlinear model term
k_sq = k1[:, None]**2 + k1[None, :]**2
kernel = np.where(k_sq > 0, 4 * np.pi / np.where(k_sq > 0, k_sq, 1), 0)


def coulomb(f):
    return np.fft.ifft2(kernel * np.fft.fft2(f.reshape(N, N))).real.ravel()


def density(psi):
    return np.sum(np.abs(psi)**2, 0)


def used_current(psi, spin_only):
    return 0.5 * curl(spin_density(psi)) if spin_only else current(psi)


def interaction(psi, spin_only):
    j = used_current(psi, spin_only)
    j2 = np.sum(j**2, 0)
    pair = sum(f * coulomb(f) for f in j)
    return np.mean(-pair / (2 * c_cell**2)
                   + 0.35 * density(psi) * j2 + 0.1 * j2**2)


def potential_on(psi, spin_only):
    j = used_current(psi, spin_only)
    j2 = np.sum(j**2, 0)
    dE_dj = np.array([-coulomb(f) / c_cell**2 for f in j])
    dE_dj = dE_dj + (0.7 * density(psi) + 0.4 * j2) * j
    A_eff = c_cell * dE_dj
    out = 0.35 * j2 * psi
    if spin_only:
        B_eff = curl(A_eff)
        return out + sum(B_eff[k] * (beta @ Sigma[k] @ psi)
                         for k in range(3)) / (2 * c_cell)
    return out + sum(A_eff[k] * (alpha[k] @ psi) for k in range(3))


rng = np.random.default_rng(4)
trial = orbs[1] + 0.5 * orbs[3]
push = rng.normal(size=trial.shape) + 1j * rng.normal(size=trial.shape)
err_variation = []
for flag in (False, True):
    h = 1e-5
    fd = (interaction(trial + h * push, flag)
          - interaction(trial - h * push, flag)) / (2 * h)
    an = 2 * bracket(push, potential_on(trial, flag)).real
    err_variation.append(abs(fd - an) / max(abs(an), 1e-3))
    assert err_variation[-1] < 1e-5


# local spin-density exchange: its magnetic field has sources
def exchange_density(n, s):
    m = np.sqrt(np.sum(s**2, 0))
    return -0.375 * (3 / np.pi)**(1 / 3) * ((n + m)**(4 / 3)
                                            + (n - m)**(4 / 3))


n_model = 1 + 0.3 * np.cos(X)
s_model = np.array([0.3 * np.cos(Y), 0.2 * np.sin(X), 0.1 + 0 * X])
assert np.abs(Dx @ s_model[0] + Dy @ s_model[1]).max() < 1e-10
b_local = []
for k in range(3):
    d = np.zeros((3, 1))
    d[k] = 1e-5
    b_local.append((exchange_density(n_model, s_model + d)
                    - exchange_density(n_model, s_model - d)) / 2e-5)
source_local = np.abs(Dx @ b_local[0] + Dy @ b_local[1]).max()
source_curl = np.abs(Dx @ B[0] + Dy @ B[1]).max()
assert source_local > 1e-3 and source_curl < 1e-10

# ---------------- Part 2: one-electron ion in a uniform field ----------------
c = 1 / const.fine_structure
hartree_eV = const.value("Hartree energy in eV")
bohr_A = const.value("Bohr radius") * 1e10
Z = 80
field_eV = 1e-3             # mu_B B
zeta = Z / c
mu, w_mu = np.polynomial.legendre.leggauss(16)
sin_t = np.sqrt(1 - mu**2)
zero = np.zeros_like(mu)
# upper spin-angular functions at azimuth zero
omega = {
    "1s1/2": np.array([1 + zero, zero]) / np.sqrt(4 * np.pi),
    "2p1/2": -np.array([mu, sin_t]) / np.sqrt(4 * np.pi),
    "2p3/2": np.array([-np.sqrt(3 / (8 * np.pi)) * sin_t, zero])}
quantum = {"1s1/2": (1, -1, 0.5), "2p1/2": (2, 1, 0.5),
           "2p3/2": (2, -2, 1.5)}     # n, kappa, m


def sphere(f):
    return 2 * np.pi * np.sum(w_mu * f)


def ion_state(name):
    n, kappa, m = quantum[name]
    gam = np.sqrt(kappa**2 - zeta**2)
    nr = n - abs(kappa)
    E = c**2 / np.sqrt(1 + (zeta / (nr + gam))**2)
    eps = E - c**2
    lam = np.sqrt(c**2 - (E / c)**2)
    a, b = [1.0], [zeta / (kappa - gam)]
    if nr == 1:
        mat = [[-zeta, kappa - gam - 1], [gam + 1 + kappa, -zeta]]
        rhs = [eps / c * a[0] - lam * b[0],
               lam * a[0] + (eps + 2 * c**2) / c * b[0]]
        a1, b1 = np.linalg.solve(mat, rhs)
        a.append(a1)
        b.append(b1)

    def radial(coef, r):
        return r**gam * np.exp(-lam * r) * np.polyval(coef[::-1], r)

    # the radial Dirac equations, with numerical derivatives
    r = np.linspace(0.2, 6, 25) / lam
    h = 1e-5 * r
    G, F = radial(a, r), radial(b, r)
    dG = (radial(a, r + h) - radial(a, r - h)) / (2 * h)
    dF = (radial(b, r + h) - radial(b, r - h)) / (2 * h)
    res1 = -dF + kappa * F / r + (-Z / r - eps) * G / c
    res2 = dG + kappa * G / r + (-Z / r - eps - 2 * c**2) * F / c
    size = lam * np.abs(G).max()
    assert max(np.abs(res1).max(), np.abs(res2).max()) < 1e-6 * size

    # radial integrals by Gauss-Laguerre quadrature
    x, w = roots_genlaguerre(12, 2 * gam)
    r = x / (2 * lam)
    ga, fb = np.polyval(a[::-1], r), np.polyval(b[::-1], r)
    norm = np.sum(w * (ga**2 + fb**2))
    up, low = np.sum(w * ga**2) / norm, np.sum(w * fb**2) / norm
    r_mean = np.sum(w * r * (ga**2 + fb**2)) / norm
    rGF = np.sum(w * r * ga * fb) / norm

    # lower spin-angular function is minus sigma_r times the upper one
    top = omega[name]
    bot = -np.array([mu * top[0] + sin_t * top[1],
                     sin_t * top[0] - mu * top[1]])
    assert abs(sphere(np.sum(top**2, 0)) - 1) < 1e-12
    # direct integral of alpha.A, A = B x r / 2, in units of mu_B B
    angular = sphere(sin_t * (top[0] * bot[1] - top[1] * bot[0]))
    full = 2 * c * rGF * angular
    sz_top = sphere(top[0]**2 - top[1]**2)
    sz_bot = sphere(bot[0]**2 - bot[1]**2)
    spin = up * sz_top - low * sz_bot
    orbital = up * (m - sz_top / 2) - low * (m - sz_bot / 2)
    assert abs(full - spin - orbital) < 1e-9
    return eps, r_mean, low, full, spin, orbital


ion = {name: ion_state(name) for name in quantum}
breit = (1 + 2 * np.sqrt(1 - zeta**2)) / 3
assert abs(ion["1s1/2"][3] - breit) < 1e-9
assert ion["2p1/2"][3] > 0 > ion["2p1/2"][4]

# ---------------- output ----------------
print("PERIODIC CELL (model units, reduced light speed)")
print(f"light speed in the cell test: {c_cell:.1f}")
print(f"relative error of current decomposition: {err_gordon:.1e}")
print(f"relative error if orbital current dropped: {miss_orbital:.3f}")
print(f"error of operator identity: {err_operator:.1e}")
print(f"largest commutator matrix element: {largest_commutator:.4f}")
print(f"energy slope, finite difference: {slope_fd:.6f}")
print(f"energy slope, orbital part: {slope_orb:.6f}")
print(f"energy slope, spin part: {slope_spin:.6f}")
print(f"gamma5 current, largest value: {size_gamma5:.2e}")
print(f"error with gamma5 current included: {err_gamma5:.1e}")
print(f"variation error, four-current: {err_variation[0]:.1e}")
print(f"variation error, spin-only: {err_variation[1]:.1e}")
print(f"largest divergence, local exchange field: {source_local:.4f}")
print(f"largest divergence, curl field: {source_curl:.1e}")
print("ONE-ELECTRON ION IN A UNIFORM FIELD")
print(f"nuclear charge Z: {Z}")
print(f"field energy mu_B B: {field_eV:.4f} eV")
for name, (eps, r_mean, low, full, spin, orbital) in ion.items():
    print(f"state {name}, m = {quantum[name][2]:.1f}")
    print(f"  binding energy: {-eps * hartree_eV:.1f} eV")
    print(f"  mean radius: {r_mean * bohr_A:.5f} angstrom")
    print(f"  lower-component weight: {low:.5f}")
    print(f"  <beta Sigma_z>: {spin:.5f}")
    print(f"  <beta L_z>: {orbital:.5f}")
    print(f"  full shift, direct: {full * field_eV * 1e3:.5f} x 1e-3 eV")
    print(f"  spin-only shift: {spin * field_eV * 1e3:.5f} x 1e-3 eV")
    print(f"  dropped shift: {orbital * field_eV * 1e3:.5f} x 1e-3 eV")
print("checks complete")
```

It prints:

```
PERIODIC CELL (model units, reduced light speed)
light speed in the cell test: 2.0
relative error of current decomposition: 2.6e-07
relative error if orbital current dropped: 0.933
error of operator identity: 1.7e-16
largest commutator matrix element: 0.0842
energy slope, finite difference: -0.027408
energy slope, orbital part: 0.025123
energy slope, spin part: -0.052531
gamma5 current, largest value: 1.15e-02
error with gamma5 current included: 3.3e-07
variation error, four-current: 6.1e-09
variation error, spin-only: 1.3e-08
largest divergence, local exchange field: 0.0248
largest divergence, curl field: 1.4e-15
ONE-ELECTRON ION IN A UNIFORM FIELD
nuclear charge Z: 80
field energy mu_B B: 0.0010 eV
state 1s1/2, m = 0.5
  binding energy: 96115.8 eV
  mean radius: 0.00868 angstrom
  lower-component weight: 0.09405
  <beta Sigma_z>: 0.93730
  <beta L_z>: -0.06270
  full shift, direct: 0.87460 x 1e-3 eV
  spin-only shift: 0.93730 x 1e-3 eV
  dropped shift: -0.06270 x 1e-3 eV
state 2p1/2, m = 0.5
  binding energy: 24622.2 eV
  mean radius: 0.02777 angstrom
  lower-component weight: 0.02409
  <beta Sigma_z>: -0.34939
  <beta L_z>: 0.65061
  full shift, direct: 0.30121 x 1e-3 eV
  spin-only shift: -0.34939 x 1e-3 eV
  dropped shift: 0.65061 x 1e-3 eV
state 2p3/2, m = 1.5
  binding energy: 22253.7 eV
  mean radius: 0.03192 angstrom
  lower-component weight: 0.02177
  <beta Sigma_z>: 0.99129
  <beta L_z>: 0.93903
  full shift, direct: 1.93032 x 1e-3 eV
  spin-only shift: 0.99129 x 1e-3 eV
  dropped shift: 0.93903 x 1e-3 eV
checks complete
```
